**Term lists of complementary shells and the half-filled shell**

The program examines the configurations $l^N$ and $l^{4l+2-N}$, where $l$ is the orbital angular momentum of the shell and $N$ the electron number. It finds their terms $(L,S)$, with total orbital momentum $L$ and total spin $S$ in units of $\hbar$, by diagonalizing $L^2$ and $S^2$ built from ladder operators with fermion signs. For every occupation of the s, p, d and f shells it asserts that these terms agree with the determinant-counting formula, with the terms of the complementary shell and with the total number of states. It also asserts, determinant by determinant, that exchanging occupied and vacant spin-orbitals reverses both summed projections. In these shells the spin $(2l+1)/2$ is found at half filling alone, in one term with $L=0$. The output lists the p and d terms and shows that $d^5$ has a $^2S$ term besides its highest-spin $^6S$. For molybdenum, with $4d^5\,5s^1$ as an input, diagonalization in the joint space gives 32 terms, of which one is a septet, $^7S$. The program calculates no energies.

## Check in Python

```python
"""
Result under test: the configurations l^N and l^(4l+2-N) contain the same
terms (L,S), repetitions included; the half-filled shell l^(2l+1) has exactly
one term of its highest spin S=(2l+1)/2, and that term has L=0.

Symbols: l orbital angular momentum of the shell, N electron number,
m and s2 = 2*sigma labels of a spin-orbital, ML and MS summed projections,
D(ML,MS) number of determinants. Angular momenta are in units of hbar.
Spins are stored doubled, so that all labels are integers.
A configuration is a list of (l, N) pairs, one for each subshell.

Independent road: L^2 and S^2 are built from ladder operators with fermion
signs and diagonalized; the counting formula never enters that calculation.
"""
from collections import Counter
from itertools import combinations, product
from math import comb, sqrt
import numpy as np

LETTERS = "SPDFGHIKLMNOQ"
SHELLS = "spdf"


def spin_orbitals(config):
    return [(shell, m, s2) for shell, (l, _) in enumerate(config)
            for s2 in (1, -1) for m in range(l, -l - 1, -1)]


def determinants(config):
    orbitals = spin_orbitals(config)
    choices = []
    for shell, (_, electrons) in enumerate(config):
        members = [i for i, orb in enumerate(orbitals) if orb[0] == shell]
        choices.append(list(combinations(members, electrons)))
    return [sum(parts, ()) for parts in product(*choices)]


def projections(det, orbitals):
    return (sum(orbitals[i][1] for i in det),
            sum(orbitals[i][2] for i in det))


def lowering_times_raising(block, config, kind):
    """Matrix of L-L+ or S-S+ within a block of fixed ML and MS."""
    orbitals = spin_orbitals(config)
    position = {orb: i for i, orb in enumerate(orbitals)}
    rows, entries = {}, []
    for column, det in enumerate(block):
        occupied = set(det)
        for old in det:
            shell, m, s2 = orbitals[old]
            l = config[shell][0]
            if kind == "L":
                target = (shell, m + 1, s2)
                amplitude = sqrt(l * (l + 1) - m * (m + 1))
            else:
                target = (shell, m, s2 + 2)
                amplitude = 1.0
            new = position.get(target)
            if new is None or new in occupied:
                continue
            low, high = min(old, new), max(old, new)
            crossed = sum(low < i < high for i in det)
            image = tuple(sorted((occupied - {old}) | {new}))
            row = rows.setdefault(image, len(rows))
            entries.append((row, column, amplitude * (-1) ** crossed))
    raising = np.zeros((max(1, len(rows)), len(block)))
    for row, column, value in entries:
        raising[row, column] += value
    return raising.T @ raising


def terms_by_diagonalization(config):
    """Each term has one state in the block ML=0, 2MS=0 or 1."""
    orbitals = spin_orbitals(config)
    t = sum(electrons for _, electrons in config) % 2
    block = [d for d in determinants(config)
             if projections(d, orbitals) == (0, t)]
    l_squared = lowering_times_raising(block, config, "L")
    four_s_squared = (4 * lowering_times_raising(block, config, "S")
                      + t * (t + 2) * np.eye(len(block)))
    # The factor 1000 separates the two integer eigenvalues in one number.
    values = np.linalg.eigvalsh(l_squared + 1000 * four_s_squared)
    terms = Counter()
    for value in values:
        whole = int(round(value))
        assert abs(value - whole) < 1e-6
        spin_part, orbital_part = divmod(whole, 1000)
        L = int(round((-1 + sqrt(1 + 4 * orbital_part)) / 2))
        two_s = int(round(-1 + sqrt(1 + spin_part)))
        assert L * (L + 1) == orbital_part
        assert two_s * (two_s + 2) == spin_part
        terms[(L, two_s)] += 1
    return terms


def count_table(config):
    orbitals = spin_orbitals(config)
    return Counter(projections(d, orbitals) for d in determinants(config))


def terms_by_counting(table):
    terms = Counter()
    for L, two_s in list(table):
        if L >= 0 and two_s >= 0:
            number = (table[(L, two_s)] - table[(L + 1, two_s)]
                      - table[(L, two_s + 2)] + table[(L + 1, two_s + 2)])
            assert number >= 0
            if number:
                terms[(L, two_s)] = number
    return terms


def dimension(terms):
    return sum(k * (2 * L + 1) * (s + 1) for (L, s), k in terms.items())


def show(terms):
    ordered = sorted(terms.items(), key=lambda item: (-item[0][1], item[0][0]))
    return " ".join(f"{s + 1}{LETTERS[L]}" + (f"({k})" if k > 1 else "")
                    for (L, s), k in ordered)


# Every occupation of the s, p, d and f shells.
term_lists, tables = {}, {}
for l in range(4):
    size = 4 * l + 2
    for N in range(size + 1):
        config = [(l, N)]
        term_lists[l, N] = terms_by_diagonalization(config)
        tables[l, N] = count_table(config)
        assert term_lists[l, N] == terms_by_counting(tables[l, N])
        assert dimension(term_lists[l, N]) == comb(size, N)

for l in range(4):
    size = 4 * l + 2
    orbitals = spin_orbitals([(l, 0)])
    for N in range(size + 1):
        assert term_lists[l, N] == term_lists[l, size - N]
        assert tables[l, N] == tables[l, size - N]
        vacant_sets = set()
        for det in determinants([(l, N)]):
            vacant = tuple(i for i in range(size) if i not in det)
            ML, MS2 = projections(det, orbitals)
            assert projections(vacant, orbitals) == (-ML, -MS2)
            vacant_sets.add(vacant)
        assert vacant_sets == set(determinants([(l, size - N)]))
        for (ML, MS2), number in tables[l, N].items():
            assert tables[l, N][(-ML, -MS2)] == number
        # The spin (2l+1)/2 is reached by the half-filled shell alone.
        top = {key: k for key, k in term_lists[l, N].items()
               if key[1] >= 2 * l + 1}
        assert top == ({(0, 2 * l + 1): 1} if N == 2 * l + 1 else {})

# Molybdenum: 4d^5 5s^1 is an input; the terms are found in the joint space.
mo_config = [(2, 5), (0, 1)]
mo_terms = terms_by_diagonalization(mo_config)
coupled = Counter()
for (L, two_s), number in term_lists[2, 5].items():
    coupled[(L, two_s + 1)] += number
    if two_s > 0:
        coupled[(L, two_s - 1)] += number
assert mo_terms == coupled
assert dimension(mo_terms) == len(determinants(mo_config))
mo_top_spin = max(s for _, s in mo_terms)
mo_top = Counter({key: k for key, k in mo_terms.items()
                  if key[1] == mo_top_spin})
assert mo_top == Counter({(0, 6): 1})

print("Angular momenta in hbar; counts are dimensionless.")
print("Term lists from diagonalization; (k) means k such terms:")
for l in (1, 2):
    for N in range(4 * l + 3):
        print(f"{SHELLS[l]}^{N}: {show(term_lists[l, N])}")

d_orbitals = spin_orbitals([(2, 0)])
sample = (0, 1, 2, 3)
sample_vacant = tuple(i for i in range(10) if i not in sample)
print("One d^4 determinant and its d^6 vacancy set, as (m, sigma):")
for name, det in (("d^4", sample), ("d^6", sample_vacant)):
    text = " ".join(f"({d_orbitals[i][1]},{'+' if d_orbitals[i][2] > 0 else '-'})"
                    for i in det)
    ML, MS2 = projections(det, d_orbitals)
    print(f"{name}: {text}; ML={ML}, MS={MS2 / 2:g}")

print("Determinant counts D(ML,MS) for ML=0,1,...,7:")
for N in (4, 6, 5):
    for MS2 in range(N % 2, 6, 2):
        row = [tables[2, N][(ML, MS2)] for ML in range(8)]
        print(f"d^{N}, MS={MS2 / 2:g}: {row}")

print("Half-filled shells:")
for l in range(4):
    N = 2 * l + 1
    terms = term_lists[l, N]
    highest = max(s for _, s in terms)
    top = Counter({k: v for k, v in terms.items() if k[1] == highest})
    s_terms = Counter({k: v for k, v in terms.items() if k[0] == 0})
    print(f"{SHELLS[l]}^{N}: states={dimension(terms)}, "
          f"terms={sum(terms.values())}, highest S={highest / 2:g}, "
          f"term {show(top)}; all S terms: {show(s_terms)}")

print("Mo, input configuration 4d^5 5s^1:")
print(f"number of states = {dimension(mo_terms)}")
print(f"number of terms = {sum(mo_terms.values())}")
print(f"terms: {show(mo_terms)}")
print(f"highest S = {mo_top_spin / 2:g} hbar, term {show(mo_top)}, "
      f"states in it = {dimension(mo_top)}")
print("finished without a failed check")
```

Printed output:

```
Angular momenta in hbar; counts are dimensionless.
Term lists from diagonalization; (k) means k such terms:
p^0: 1S
p^1: 2P
p^2: 3P 1S 1D
p^3: 4S 2P 2D
p^4: 3P 1S 1D
p^5: 2P
p^6: 1S
d^0: 1S
d^1: 2D
d^2: 3P 3F 1S 1D 1G
d^3: 4P 4F 2P 2D(2) 2F 2G 2H
d^4: 5D 3P(2) 3D 3F(2) 3G 3H 1S(2) 1D(2) 1F 1G(2) 1I
d^5: 6S 4P 4D 4F 4G 2S 2P 2D(3) 2F(2) 2G(2) 2H 2I
d^6: 5D 3P(2) 3D 3F(2) 3G 3H 1S(2) 1D(2) 1F 1G(2) 1I
d^7: 4P 4F 2P 2D(2) 2F 2G 2H
d^8: 3P 3F 1S 1D 1G
d^9: 2D
d^10: 1S
One d^4 determinant and its d^6 vacancy set, as (m, sigma):
d^4: (2,+) (1,+) (0,+) (-1,+); ML=2, MS=2
d^6: (-2,+) (2,-) (1,-) (0,-) (-1,-) (-2,-); ML=-2, MS=-2
Determinant counts D(ML,MS) for ML=0,1,...,7:
d^4, MS=0: [16, 14, 12, 8, 5, 2, 1, 0]
d^4, MS=1: [8, 8, 6, 4, 2, 1, 0, 0]
d^4, MS=2: [1, 1, 1, 0, 0, 0, 0, 0]
d^6, MS=0: [16, 14, 12, 8, 5, 2, 1, 0]
d^6, MS=1: [8, 8, 6, 4, 2, 1, 0, 0]
d^6, MS=2: [1, 1, 1, 0, 0, 0, 0, 0]
d^5, MS=0.5: [16, 14, 12, 8, 5, 2, 1, 0]
d^5, MS=1.5: [5, 4, 3, 2, 1, 0, 0, 0]
d^5, MS=2.5: [1, 0, 0, 0, 0, 0, 0, 0]
Half-filled shells:
s^1: states=2, terms=1, highest S=0.5, term 2S; all S terms: 2S
p^3: states=20, terms=3, highest S=1.5, term 4S; all S terms: 4S
d^5: states=252, terms=16, highest S=2.5, term 6S; all S terms: 6S 2S
f^7: states=3432, terms=119, highest S=3.5, term 8S; all S terms: 8S 4S(2) 2S(2)
Mo, input configuration 4d^5 5s^1:
number of states = 504
number of terms = 32
terms: 7S 5S 5P 5D 5F 5G 3S 3P(2) 3D(4) 3F(3) 3G(3) 3H 3I 1S 1P 1D(3) 1F(2) 1G(2) 1H 1I
highest S = 3 hbar, term 7S, states in it = 7
finished without a failed check
```
